# Ward–Tordai adsorption and the window of square-root surfactant loading

## What dimensions and linearity fix

A clean surface is brought into still liquid containing surfactant at uniform number density \(c_b\). Suppose first that it captures every molecule that reaches it. The loading \(\Gamma\), in molecules per area, can then depend on \(c_b\), the diffusion coefficient \(D\) and the time \(t\). Diffusion is linear, so \(\Gamma\) is proportional to \(c_b\). The ratio \(\Gamma/c_b\) is a length, and the one length that \(D\) and \(t\) can form is \(\sqrt{Dt}\). Hence

\[
\Gamma=A\,c_b\sqrt{Dt},
\]

with \(A\) a pure number.

A real surface fills, and the density \(c_s(t)\) in the liquid just beneath it rises. By linearity, a rise \(dc_s\) at time \(\tau\), held afterwards, lowers the later loading by \(A\,dc_s\sqrt{D(t-\tau)}\). With an initial loading \(\Gamma_0\), superposition gives

\[
\Gamma-\Gamma_0=A\sqrt D\left[(c_b-c_s(0))\sqrt t-\int_0^t c_s'(\tau)\sqrt{t-\tau}\,d\tau\right].
\]

Integration by parts turns the last integral into \(-c_s(0)\sqrt t+\tfrac12\int_0^t c_s(\tau)(t-\tau)^{-1/2}d\tau\). The terms in \(c_s(0)\) cancel:

\[
\Gamma-\Gamma_0=A\sqrt D\left[c_b\sqrt t-\frac12\int_0^t\frac{c_s(\tau)}{\sqrt{t-\tau}}\,d\tau\right].
\]

The number \(A\) remains to be found. Two derivations below give \(A=2/\sqrt\pi\), and thus the Ward–Tordai equation

\[
\boxed{\Gamma(t)=\Gamma_0+2c_b\sqrt{\frac{Dt}{\pi}}-\sqrt{\frac D\pi}\int_0^t\frac{c_s(\tau)}{\sqrt{t-\tau}}\,d\tau.}
\]

The algebra contains no atomic constants and holds in any consistent units, atomic units included.

## The model

The liquid fills \(x>0\) and the surface is the plane \(x=0\). There is no flow, no reaction and no micelle formation, and \(D\) is constant. The density \(c(x,t)\) obeys

\[
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(x,0)=c_b,\qquad c\to c_b\ \text{as}\ x\to\infty .
\]

A positive slope at the wall drives molecules toward it. All of them are stored there, so

\[
\frac{d\Gamma}{dt}=J(t)=D\left.\frac{\partial c}{\partial x}\right|_{x=0}.
\]

No relation between \(\Gamma\) and \(c_s\) has been assumed. The boxed equation therefore expresses only diffusion and the surface mass balance, and a second relation is needed to determine the loading.

## First derivation: Laplace transform

Write \(\hat f(s)=\int_0^\infty e^{-st}f(t)\,dt\). Integrating the time derivative by parts gives

\[
s\hat c-c_b=D\frac{\partial^2\hat c}{\partial x^2}.
\]

A particular solution is \(c_b/s\). Of the two exponentials \(e^{\pm x\sqrt{s/D}}\), the growing one violates the condition at infinity. Matching \(\hat c=\hat c_s\) at \(x=0\) gives

\[
\hat c=\frac{c_b}{s}+\left(\hat c_s-\frac{c_b}{s}\right)e^{-x\sqrt{s/D}} .
\]

Its slope at the wall is \(\sqrt{s/D}\,(c_b/s-\hat c_s)\). Multiplying by \(D\), the surface balance becomes

\[
s\hat\Gamma-\Gamma_0=\sqrt{Ds}\left(\frac{c_b}{s}-\hat c_s\right), \tag{1}
\]

and division by \(s\) yields

\[
\hat\Gamma=\frac{\Gamma_0}{s}+\frac{\sqrt D\,c_b}{s^{3/2}}-\frac{\sqrt D\,\hat c_s}{s^{1/2}} .
\]

To invert it, put \(t=q^2\) in

\[
\int_0^\infty\frac{e^{-st}}{\sqrt{\pi t}}\,dt=\frac{2}{\sqrt\pi}\int_0^\infty e^{-sq^2}dq=\frac1{\sqrt s}.
\]

Thus \(s^{-1/2}\) belongs to \(1/\sqrt{\pi t}\). Another factor \(1/s\) means integration from zero to \(t\), so \(s^{-3/2}\) belongs to \(2\sqrt{t/\pi}\). The product \(\hat c_s s^{-1/2}\) belongs to the convolution \(\int_0^t c_s(\tau)[\pi(t-\tau)]^{-1/2}d\tau\). These three inversions give the boxed equation.

## Second derivation: wall sinks and Abel inversion

This route treats the flux \(J\), instead of \(c_s\), as given. The deficit \(w=c_b-c\) obeys the diffusion equation and starts at zero. Removing \(J(\tau)d\tau\) molecules per area at the wall creates a deficit that spreads as a Gaussian. Reflection at the wall doubles the free-space Gaussian, so that its whole content lies in \(x>0\):

\[
w(x,t)=\int_0^t\frac{J(\tau)}{\sqrt{\pi D(t-\tau)}}\exp\left[-\frac{x^2}{4D(t-\tau)}\right]d\tau .
\]

The flux condition can be checked directly. Differentiate with respect to \(x\) and set \(q=x/[2\sqrt{D(t-\tau)}]\). As \(x\to0^+\), at a time where \(J\) is continuous,

\[
\frac{\partial w}{\partial x}\to-\frac{J(t)}D\,\frac2{\sqrt\pi}\int_0^\infty e^{-q^2}dq=-\frac{J(t)}D .
\]

Since \(c=c_b-w\), this is \(D\,\partial c/\partial x=J\), as required. At the wall itself,

\[
c_b-c_s(u)=\int_0^u\frac{J(\tau)}{\sqrt{\pi D(u-\tau)}}\,d\tau .
\]

To extract the accumulated flux, multiply by \((t-u)^{-1/2}\), integrate over \(u\) from 0 to \(t\), and exchange the order of integration:

\[
2c_b\sqrt t-\int_0^t\frac{c_s(u)}{\sqrt{t-u}}du=\frac1{\sqrt{\pi D}}\int_0^tJ(\tau)\left[\int_\tau^t\frac{du}{\sqrt{(t-u)(u-\tau)}}\right]d\tau .
\]

With \(u=\tau+(t-\tau)\sin^2\varphi\), the bracket becomes \(2\int_0^{\pi/2}d\varphi=\pi\), whatever \(\tau\) is. The remaining integral of \(J\) is \(\Gamma(t)-\Gamma_0\). The right side is thus \(\sqrt{\pi/D}\,(\Gamma-\Gamma_0)\), and multiplication by \(\sqrt{D/\pi}\) again gives the boxed equation.

## What each derivation assumes

Both need linear diffusion, constant \(D\), a planar wall, a uniform start and storage of all arriving molecules. Neither needs a reversible surface or an isotherm.

The transform route takes \(c_s\) as the boundary datum and requires its Laplace integral to exist, which is a mild condition on later times. It turns a linear surface law into algebra. The sink route uses the history up to \(t\) alone. It requires an integrable flux, so that the integrals may be exchanged; the initial flux proportional to \(t^{-1/2}\) at a clean absorbing surface is allowed. It also shows the origin of the memory: each captured molecule leaves a deficit that spreads and weakens with time.

The balance was tested on a surface that does not start clean and obeys \(d\Gamma/dt=k_ac_s(1-\Gamma/\Gamma_m)-k_d\Gamma\), with adsorption velocity \(k_a\), desorption rate \(k_d\) and maximum loading \(\Gamma_m\); it first loses molecules. In arbitrary consistent units the inputs were \(D=0.7\), \(c_b=1.3\), \(\Gamma_0=1.5\), maximum loading 2, adsorption velocity 3, desorption rate 1.5 and \(t=2\). A direct finite-volume solution of the diffusion problem supplied \(c_s\) and \(\Gamma\). The integral equation reproduced that \(\Gamma\) with a relative difference of \(5.6\times10^{-6}\), a figure that measures discretisation error and depends on the mesh.

## Square-root loading and its first correction

From here on \(\Gamma_0=0\). Since \(c_s\ge0\), the memory term can only reduce the loading:

\[
\Gamma(t)\le E(t),\qquad E(t)=2c_b\sqrt{\frac{Dt}{\pi}} .
\]

Recent values of \(c_s\) weigh most in that term. The square-root law \(\Gamma\approx E\) holds when \(c_s\ll c_b\) up to time \(t\), except perhaps during a brief start. To see how long that lasts, take a Langmuir surface in local equilibrium with the liquid beneath it, \(\Gamma/\Gamma_m=c_s/(a+c_s)\). Here \(\Gamma_m\) is the full monolayer and \(a\) the half-coverage density. Solving for \(c_s\) gives

\[
c_s=\frac{a\Gamma}{\Gamma_m-\Gamma}=\frac{\Gamma}{K(1-\Gamma/\Gamma_m)},\qquad K=\frac{\Gamma_m}{a}.
\]

This increases with \(\Gamma\). While \(E(t)<\Gamma_m\), it follows for \(\tau\le t\) that \(c_s(\tau)\le E(\tau)/[K(1-E(t)/\Gamma_m)]\). The substitution \(\tau=t\sin^2\varphi\) gives

\[
\int_0^t\sqrt{\frac{\tau}{t-\tau}}\,d\tau=2t\int_0^{\pi/2}\sin^2\varphi\,d\varphi=\frac{\pi t}2 ,
\]

so the memory term is at most \(c_bDt/[K(1-E/\Gamma_m)]\). Dividing by \(E\),

\[
0\le1-\frac{\Gamma}{E}\le\frac{\sqrt{\pi Dt}}{2K(1-E/\Gamma_m)} . \tag{2}
\]

Two conditions thus secure the law in this model: \(\sqrt{Dt}\ll K\), and a coverage well below one.

For low coverage, \(\Gamma=Kc_s\), the whole curve follows. Equation (1) with \(b=\sqrt D/K\) becomes

\[
\hat\Gamma=\frac{\sqrt D\,c_b}{s(\sqrt s+b)}=Kc_b\left[\frac1s-\frac1{\sqrt s(\sqrt s+b)}\right].
\]

The last fraction is the transform of \(W_b(t)=e^{b^2t}\operatorname{erfc}(b\sqrt t)\). Indeed \(W_b'=b^2W_b-b/\sqrt{\pi t}\) and \(W_b(0)=1\), so \((s-b^2)\hat W_b=1-b/\sqrt s\), and cancelling \(\sqrt s-b\) leaves that fraction. Therefore

\[
\Gamma=Kc_b\left[1-W_b(t)\right]=2c_b\sqrt{\frac{Dt}\pi}-\frac{c_bDt}{K}+\cdots .
\]

The expansion follows by iterating the equation for \(W_b\), which gives \(W_b=1-2b\sqrt{t/\pi}+b^2t-\cdots\). At long times \(W_b\to0\) and the loading slowly approaches its equilibrium value \(Kc_b\), with a relative shortfall of about \(K/\sqrt{\pi Dt}\). This long-time part describes a Langmuir surface only if \(Kc_b\ll\Gamma_m\), that is \(c_b\ll a\).

## Finite adsorption rate, and when desorption matters

Local equilibrium fails at the very start. At low coverage let

\[
\frac{d\Gamma}{dt}=k_ac_s-k_d\Gamma,\qquad K=\frac{k_a}{k_d},
\]

where \(k_a\) is a velocity and \(k_d\) a rate. Without desorption, \(\hat c_s=s\hat\Gamma/k_a\). Inserting this in (1), with \(h=k_a/\sqrt D\), gives

\[
\hat\Gamma=\frac{k_ac_b}{s^{3/2}(\sqrt s+h)}=\sqrt D\,c_b\left[\frac1{s^{3/2}}-\frac1{s(\sqrt s+h)}\right].
\]

The last term was inverted above, with \(b\) in place of \(h\), so

\[
\Gamma=c_b\left\{2\sqrt{\frac{Dt}\pi}-\frac D{k_a}\left[1-W_h(t)\right]\right\}.
\]

For \(t\ll D/k_a^2\), the expansion of \(W_h\) cancels the square root and leaves \(\Gamma\approx k_ac_bt\): the liquid at the wall is not yet depleted. For \(t\gg D/k_a^2\), \(W_h\to0\) and the square-root law appears with a constant offset \(-c_bD/k_a\).

With desorption restored, solve the rate law for \(c_s\) and insert \(\Gamma\approx E\), for which \(d\Gamma/dt\approx E/(2t)\):

\[
\frac{c_s}{c_b}\approx\frac2K\sqrt{\frac{Dt}\pi}+\frac1{k_a}\sqrt{\frac D{\pi t}} .
\]

Both terms are small in the window

\[
\frac D{k_a^2}\ll t\ll\frac{K^2}D .
\]

The upper limit assumes that the coverage stays low; when \(c_b\gg a\), filling of the monolayer ends the law long before \(K^2/D\). Within the window, gross desorption divided by net uptake is \(k_d\Gamma/(d\Gamma/dt)\approx2k_dt\), which need not be small. Molecules may leave and return many times while the square-root law survives. What ends the law is a subsurface density comparable with \(c_b\), which weakens the diffusive supply. A large ratio of gross desorption to net uptake is therefore no sign that the law has failed.

A direct diffusion calculation tested the point with \(D=1\), \(c_b=1\), \(k_a=1000\), \(k_d=100\) and \(t=0.1\), in arbitrary consistent units. Gross desorption was about 20 times the net uptake, yet the loading was 0.970 of the square-root value.

## A bubble in a wafer-cleaning bath

Consider a bubble attached to a wafer in a dilute bath of a nonionic ethoxylate surfactant. Rough typical values are \(D=300\ \mu\mathrm{m^2/s}\), \(\Gamma_m=1.80\ \mathrm{nm^{-2}}\) and half coverage at \(0.001\ \mathrm{mol/m^3}\). The bulk concentration is chosen as \(0.020\ \mathrm{mol/m^3}\), or \(c_b=1.204\times10^4\ \mu\mathrm m^{-3}\). It lies well below a rough micelle threshold of \(0.2\ \mathrm{mol/m^3}\).

At \(t=2\) s,

\[
E=2(1.204\times10^4)\sqrt{\frac{300\times2}{\pi}}\ \mu\mathrm m^{-2}=0.333\ \mathrm{nm^{-2}},
\]

or \(5.53\times10^{-7}\ \mathrm{mol/m^2}\). This is 18.5 % of a monolayer, and equals the surfactant content of a liquid layer 27.6 µm thick.

The diffusion length is \(\sqrt{Dt}=24.5\) µm and \(K=2989\) µm. The bound (2) on the relative deficit is therefore

\[
\frac{\sqrt\pi\times24.5}{2\times2989\times(1-0.185)}=0.89\ \% .
\]

The numerical Langmuir solution lies 0.86 % below \(E\), with a local exponent \(d\ln\Gamma/d\ln t=0.495\). For a flat surface in local equilibrium, with all parameters held fixed, the time course is:

| Time (s) | \(E\) (nm⁻²) | Langmuir \(\Gamma\) (nm⁻²) | Ratio |
|---|---|---|---|
| 0.5 | 0.166 | 0.166 | 0.996 |
| 2 | 0.333 | 0.330 | 0.991 |
| 8 | 0.666 | 0.652 | 0.979 |
| 30 | 1.289 | 1.204 | 0.934 |

The deficit reaches 5 % at 23 s. Without the factor \(1-E/\Gamma_m\), which is absent for a surface with \(\Gamma=Kc_s\), the bound (2) would stay below 5 % until \((0.1K)^2/(\pi D)\approx95\) s; such a surface is hypothetical here, since \(E\) would by then exceed a full monolayer. The filling of the monolayer thus brings the departure forward. The square-root law would reach the equilibrium loading of \(1.71\ \mathrm{nm^{-2}}\) at 53 s, when the Langmuir solution has attained 86 % of it.

## How a real bath shifts the number

With the rough values used here, the finite adsorption rate is the largest of the departures sized at 2 s and fixed temperature. For a rough \(k_a=200\ \mu\mathrm{m/s}\), the linear start belongs to times well below \(D/k_a^2=0.0075\) s. The offset \(D/k_a=1.5\) µm is still 5.4 % of the collected depth of 27.6 µm. A calculation with Langmuir kinetics, in which the adsorption rate also falls with the free area, puts the loading 6.6 % below \(E\). Gross desorption is then 0.26 of the net uptake. With this \(k_a\) the loading lies 11 % below \(E\) at 0.5 s and more than 5 % below it at every time in the table. The deficit is sensitive to the rough \(k_a\): at 2 s and fixed \(K\) it is 21 % for \(50\ \mu\mathrm{m/s}\), 40 % for \(20\ \mu\mathrm{m/s}\) and about 2 % for \(1000\ \mu\mathrm{m/s}\).

Curvature acts the other way. Outside an absorbing sphere of radius \(R\), the product \(rw\) obeys the planar diffusion equation, so \(rw=Rc_b\operatorname{erfc}[(r-R)/(2\sqrt{Dt})]\). The inward flux at \(r=R\) is \(Dc_b[1/R+1/\sqrt{\pi Dt}]\). Its first term adds \(c_bDt/R\) to the loading, a relative gain of \(\sqrt{\pi Dt}/(2R)\), or 2.2 % for \(R=1000\) µm at 2 s. The gain grows as \(\sqrt t\), to 7.4 % at 23 s and 8.4 % at 30 s, and outweighs the planar Langmuir deficit at those times. The later rows of the table and the 23 s figure therefore belong to a flat surface and not to a bubble of this size.

Stirring can be modelled by holding the density at \(c_b\) a distance \(\delta\) from an absorbing wall. Repeated reflection of the planar solution between the two planes gives the flux

\[
J=c_b\sqrt{\frac D{\pi t}}\left[1+2\sum_{n=1}^{\infty}e^{-n^2\delta^2/(Dt)}\right].
\]

For a rough \(\delta=50\) µm, its time integral exceeds \(E\) by 0.28 % at 2 s. The film diffusion time \(\delta^2/D\) is 8.3 s, however, so the later rows of the table apply to still liquid and not to such a stirred bath.

Heating the bath from 25 °C to 60 °C matters more than any of these. Taking \(D\) proportional to absolute temperature over viscosity, with rough viscosities of 0.9 mPa s at 25 °C and 0.5 mPa s at 60 °C, multiplies \(E\) by 1.42 at fixed time and concentration; closer values for water, 0.89 and 0.47 mPa s, give 1.46. Changes of the isotherm with temperature are left out, as are surface-tension-driven flow, lateral interactions and impurities. So is clouding, which some ethoxylates show below 60 °C. The wafer is ignored too, although it can block part of the supply near the contact line and can itself adsorb surfactant. The value \(0.33\ \mathrm{nm^{-2}}\) is thus an estimate for a freshly exposed bubble of constant area in nearly still liquid, and not a measured loading. The remaining figures are in the numerical output.

## Calculated quantities

```
INPUTS (rough typical values)
diffusion coefficient D = 300 um^2/s
bulk concentration = 0.020 mol/m^3
half-coverage concentration = 0.001 mol/m^3
full monolayer = 1.80 molecules/nm^2
reading time = 2.0 s
MAIN RESULTS
bulk number density = 1.2044e+04 molecules/um^3
low-coverage slope K = 2989 um
K^2/D = 2.978e+04 s
equilibrium loading = 1.714 molecules/nm^2
diffusion length sqrt(Dt) at reading = 24.49 um
square-root loading at reading = 0.3329 molecules/nm^2
same in mol/m^2 = 5.528e-07 mol/m^2
collected depth loading/bulk = 27.64 um
square-root coverage at reading = 0.1849 (no unit)
Langmuir deficit at reading = 0.86 %
upper bound on that deficit = 0.89 %
local time exponent at reading = 0.4949 (no unit)
TABLE: time, square-root law, Langmuir solution, ratio
  0.5 s  0.1664 nm^-2  0.1658 nm^-2  0.9961
  2.0 s  0.3329 nm^-2  0.3301 nm^-2  0.9914
  8.0 s  0.6658 nm^-2  0.6520 nm^-2  0.9792
 30.0 s  1.2893 nm^-2  1.2040 nm^-2  0.9339
time of 5 % departure = 23.0 s
time for square-root law to reach equilibrium = 53.0 s
Langmuir/equilibrium loading at that time = 0.862 (no unit)
NEGLECTED EFFECTS at the reading time
rough adsorption velocity k_a = 200 um/s
desorption rate k_d = k_a/K = 0.0669 1/s
linear-start time D/k_a^2 = 0.0075 s
deficit with finite rate and Langmuir = 6.60 %
gross desorption / net uptake = 0.256 (no unit)
bubble radius = 1000 um
gain from curvature = 2.17 %
rough stirred-film thickness = 50 um
film diffusion time = 8.3 s
gain from stirring = 0.28 %
temperatures compared = 25 and 60 deg C
rough viscosities = 0.9, 0.5 mPa s
loading factor when warm = 1.42 (no unit)
rough micelle threshold = 0.2 mol/m^3
CHECKS
identity error, preloaded surface = 5.6e-06 (no unit)
largest gap of two Langmuir solvers = 1.8e-04 (no unit)
strong exchange: gross/net = 20.4 (no unit)
strong exchange: loading/law = 0.9700 (no unit)
```
